\section*{Nearest cubic elastic tensor of a low-symmetry quasirandom cell}

\section{What goes wrong without a projection}

A random alloy on a cubic lattice has cubic elastic symmetry on the macroscopic scale: three constants, $C_{11}$, $C_{12}$ and $C_{44}$. A quasirandom cell imitates its pair correlations with a few dozen atoms, and the particular arrangement of those atoms usually has no rotational symmetry. Its stiffness then has 21 independent constants. In the example below the three candidates for $C_{11}$, one per cube axis, are 8.74, 9.10 and 8.84 in units of $10^{-3}$ hartree/bohr$^3$. Taking one of them makes the answer depend on which axis was named first, and constants such as $C_{16}$, which a cubic crystal cannot have, are left without a use. A rule is needed that treats the axes alike and says in what sense its result is the best cubic tensor.

\section{Assumptions and statement}

The cell is in a stress-free reference state. Its stiffness gives the energy per volume $\tfrac12 e_{ij}C_{ijkl}e_{kl}$ for a small symmetric strain $e$, with
\begin{equation}
C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij}.
\label{sym}
\end{equation}
Repeated indices are summed. Voigt indices $1,\dots,6$ stand for the pairs $11,22,33,23,13,12$, so $C_{14}=C_{1123}$ and $C_{44}=C_{2323}$ without extra factors. All components refer to the cube axes of the parent lattice, which are held fixed. In a real alloy with size misfit, a cell relaxed to zero stress is slightly distorted from the parent lattice, and these axes are then defined only approximately. The edges of the cell need not lie along them.

Distances are measured by
\begin{equation}
\langle A,B\rangle=A_{ijkl}B_{ijkl},\qquad \|A\|^2=\langle A,A\rangle .
\label{norm}
\end{equation}
A rotation $R$ acts as $(R\cdot C)_{abcd}=R_{ai}R_{bj}R_{ck}R_{dl}C_{ijkl}$. A tensor is called cubic if the 24 proper rotations of the cube, the group $G$, leave it unchanged. Inversion adds no condition, because four sign changes multiply to $+1$.

\paragraph{Theorem.} Among all cubic tensors, exactly one is nearest to $C$ in the norm (\ref{norm}). It is the group average
\begin{equation}
PC=\frac1{24}\sum_{R\in G}R\cdot C ,
\label{P}
\end{equation}
and its constants are
\begin{align}
\bar C_{11}&=\tfrac13(C_{11}+C_{22}+C_{33}),\nonumber\\
\bar C_{12}&=\tfrac13(C_{12}+C_{13}+C_{23}),\label{avg}\\
\bar C_{44}&=\tfrac13(C_{44}+C_{55}+C_{66}).\nonumber
\end{align}
The other 12 constants of $C$ do not enter. The squared distance is
\begin{equation}
\|C-PC\|^2=\|C\|^2-3\bar C_{11}^2-6\bar C_{12}^2-12\bar C_{44}^2 .
\label{res}
\end{equation}

\section{Proof}

\paragraph{Lemma 1 (orthogonal projection).} $P$ satisfies $P^2=P$ and $\langle PA,B\rangle=\langle A,PB\rangle$, and its image is the set of cubic tensors.

\emph{Proof.} For a rotation, $R_{ai}R_{am}=\delta_{im}$. Using this for each of the four indices gives $\langle R\cdot A,R\cdot B\rangle=\langle A,B\rangle$. Replacing $B$ by $R^{-1}\cdot B$ gives $\langle R\cdot A,B\rangle=\langle A,R^{-1}\cdot B\rangle$. When $R$ runs through the group, so does $R^{-1}$; averaging over $R$ therefore moves $P$ from one side to the other.

For a fixed $Q\in G$ the products $QR$ also run through the group, so $Q\cdot(PC)=PC$: every $PC$ is cubic. If $X$ is cubic, each term in (\ref{P}) equals $X$ and $PX=X$. Applying this to $X=PC$ gives $P^2=P$.

\paragraph{Lemma 2 (nearest point).} For every cubic $X$,
\begin{equation}
\|C-X\|^2=\|C-PC\|^2+\|PC-X\|^2 .
\label{pyth}
\end{equation}

\emph{Proof.} Write $C-X=(C-PC)+(PC-X)$. The second bracket is cubic, so it equals $P(PC-X)$. By Lemma 1,
\begin{equation}
\langle C-PC,\,P(PC-X)\rangle=\langle PC-P^2C,\,PC-X\rangle=0 ,
\end{equation}
and the cross term vanishes. The right side of (\ref{pyth}) is smallest when $X=PC$, and any other $X$ makes it larger. This proves existence and uniqueness.

\paragraph{Lemma 3 (form of a cubic tensor).} A tensor with the symmetries (\ref{sym}) is cubic if and only if
\begin{equation}
X_{11}=X_{22}=X_{33},\quad X_{12}=X_{13}=X_{23},\quad X_{44}=X_{55}=X_{66},
\label{form}
\end{equation}
and its other 12 constants vanish.

\emph{Proof.} A cube rotation sends each axis to an axis, up to sign: $R_{ai}=s_a\delta_{i\pi(a)}$ with $s_a=\pm1$ and a permutation $\pi$. Hence
\begin{equation}
(R\cdot X)_{abcd}=s_as_bs_cs_d\,X_{\pi(a)\pi(b)\pi(c)\pi(d)} .
\label{signed}
\end{equation}
Let $n_1,n_2,n_3$ count how often each axis label occurs in a component, so that $n_1+n_2+n_3=4$. The half turn about axis 3 has $s=(-1,-1,1)$ and multiplies the component by $(-1)^{n_1+n_2}$. If $X$ is unchanged and the component is not zero, $n_1+n_2$ is even. The half turn about axis 1 likewise makes $n_2+n_3$ even. The three counts then have equal parity. They cannot all be odd, since three odd numbers have an odd sum, so they are all even. This leaves the types $1111$, $1122$ and $2323$, with three constants each. The nine normal--shear constants, such as $X_{1123}$, and the three shear--shear constants, such as $X_{2313}$, vanish.

The threefold rotations about the cube diagonals permute the labels cyclically. They give $X_{1111}=X_{2222}=X_{3333}$, $X_{1122}=X_{2233}=X_{3311}$ and $X_{2323}=X_{3131}=X_{1212}$. With (\ref{sym}) this is (\ref{form}). Conversely, if (\ref{form}) holds, each nonzero component carries every label an even number of times. The signs in (\ref{signed}) then cancel, and the permutation exchanges equal constants. Such a tensor is cubic.

\paragraph{Values of the three constants.} The sum $f(C)=C_{1111}+C_{2222}+C_{3333}$ is the same for $C$ and $R\cdot C$, because in (\ref{signed}) the signs cancel and the rotation merely reorders the terms. Averaging gives $f(PC)=f(C)$. By Lemma 3, $f(PC)=3\bar C_{11}$, which is the first line of (\ref{avg}). The sums $C_{1122}+C_{2233}+C_{3311}$ and $C_{2323}+C_{3131}+C_{1212}$ are unchanged for the same reason and give the other two lines.

\paragraph{Distance.} Setting $X=0$ in (\ref{pyth}) gives $\|C-PC\|^2=\|C\|^2-\|PC\|^2$. Among the 81 components of $PC$, $\bar C_{11}$ occurs 3 times. $\bar C_{12}$ occurs 6 times, once for each ordered pair of different axes. $\bar C_{44}$ occurs $3\times2\times2=12$ times, since each index pair of $C_{2323}$ can be written in two orders. This gives (\ref{res}) and completes the proof.

\paragraph{Remark (direct minimization).} Counting equal components in the same way for a trial cubic tensor $(c_{11},c_{12},c_{44})$ gives
\begin{align}
\|C-X\|^2={}&\sum_{I\le3}(C_{II}-c_{11})^2+2\!\!\sum_{I<J\le3}\!(C_{IJ}-c_{12})^2
+4\sum_{I\ge4}(C_{II}-c_{44})^2\nonumber\\
&+4\!\!\sum_{I\le3<J}\!C_{IJ}^2+8\!\!\sum_{4\le I<J}\!C_{IJ}^2 .
\label{direct}
\end{align}
Setting the three derivatives to zero gives (\ref{avg}) again. The factors 2 and 4 drop out of the averages. Summing squares over the $6\times6$ Voigt matrix instead would therefore change the distance but not the three constants.

\paragraph{Remark (fewer rotations).} The proof of (\ref{form}) used half turns and threefold rotations, which generate the 12 rotations of a tetrahedron. Averaging over these 12 gives the same result. The major symmetry is what makes this possible, by identifying $X_{3311}$ with $X_{1133}$.

\section{Stability and the choice of stiffness or compliance}

For a cubic tensor, put $t=e_{ii}$ and $\tau^2=\sum_i e_{ii}^2-t^2/3\ge0$. Since $2\sum_{i<j}e_{ii}e_{jj}=t^2-\sum_ie_{ii}^2$, twice the energy density is
\begin{align}
e_{ij}X_{ijkl}e_{kl}
&=c_{11}\sum_i e_{ii}^2+2c_{12}\sum_{i<j}e_{ii}e_{jj}+4c_{44}\sum_{i<j}e_{ij}^2\nonumber\\
&=(c_{11}+2c_{12})\frac{t^2}{3}+(c_{11}-c_{12})\tau^2+2c_{44}\Bigl(2\sum_{i<j}e_{ij}^2\Bigr).
\label{channels}
\end{align}
The coefficients are $3K$, $2C'$ and $2c_{44}$, with bulk modulus $K$ and tetragonal shear modulus $C'=(c_{11}-c_{12})/2$.

Take unit strains, $e_{ij}e_{ij}=1$, in each channel: $v=\mathrm{diag}(1,1,1)/\sqrt3$; $t_1=\mathrm{diag}(1,-1,0)/\sqrt2$ and $t_2=\mathrm{diag}(1,1,-2)/\sqrt6$; and three shears with $e_{23}=e_{32}=1/\sqrt2$ and so on. For the original $C$, writing $q(e)=e_{ij}C_{ijkl}e_{kl}$,
\begin{align}
q(v)&=\tfrac13\bigl[C_{11}+C_{22}+C_{33}+2(C_{12}+C_{13}+C_{23})\bigr]=\bar C_{11}+2\bar C_{12},\nonumber\\
q(t_1)&=\tfrac12(C_{11}+C_{22}-2C_{12}),\nonumber\\
q(t_2)&=\tfrac16(C_{11}+C_{22}+4C_{33}+2C_{12}-4C_{13}-4C_{23}),\label{q}\\
\tfrac12[q(t_1)+q(t_2)]&=\tfrac13(C_{11}+C_{22}+C_{33}-C_{12}-C_{13}-C_{23})=\bar C_{11}-\bar C_{12}.\nonumber
\end{align}
The shears give $2C_{44}$, $2C_{55}$ and $2C_{66}$, with mean $2\bar C_{44}$. Each coefficient of the projected tensor is thus a mean of $q$ over its channel. If $C$ is positive definite, so is $PC$: projection cannot make a stable cell unstable.

\paragraph{Proposition.} Let $C$ be positive definite with inverse $S$, the compliance. The moduli $K$, $C'$ and $C_{44}$ obtained by projecting $S$ and inverting are at most those obtained by projecting $C$.

\emph{Proof.} For a unit strain $e$, the Cauchy--Schwarz inequality applied to $C^{1/2}e$ and $C^{-1/2}e$ gives $q(e)\,s(e)\ge1$, where $s(e)=e_{ij}S_{ijkl}e_{kl}$. In a channel with unit strains $e_1,\dots,e_m$,
\begin{equation}
\frac1m\sum_\alpha s(e_\alpha)\ \ge\ \frac1m\sum_\alpha\frac1{q(e_\alpha)}\ \ge\ \Bigl[\frac1m\sum_\alpha q(e_\alpha)\Bigr]^{-1},
\end{equation}
the second step being the inequality of harmonic and arithmetic means. The left side is the projected compliance of the channel. Taking reciprocals proves the claim.

In Voigt form, with engineering shear strains, $S_{44}=4S_{2323}$. This factor is common to the three shears, so the averages (\ref{avg}) hold for $S$ too, and
\begin{equation}
K=\frac1{3(\bar S_{11}+2\bar S_{12})},\qquad C'=\frac1{2(\bar S_{11}-\bar S_{12})},\qquad C_{44}=\frac1{\bar S_{44}} .
\end{equation}

The gap between the two routes is of second order in the non-cubic part $N=C-PC$. With $X=PC$, $S=X^{-1}-X^{-1}NX^{-1}+O(N^2)$. Since $X$ is cubic, projecting the linear term gives $X^{-1}(PN)X^{-1}$, and $PN=0$. The gap shows how much the word ``nearest'' depends on the quantity projected. It is not a bound on the modulus of the infinite alloy.

\section{Physical meaning and the choice of axes}

Turning the atoms of a cell by $R$ turns its stiffness into $R\cdot C$. Equation (\ref{P}) is therefore the mean stiffness of the 24 rotated copies of the cell.

Now consider all random occupations of a cubic box at fixed composition, with equal weights. A cube rotation maps this ensemble onto itself, so its mean stiffness $\langle C\rangle$ is cubic. Equation (\ref{pyth}) with $X=\langle C\rangle$ says that projecting a single cell never takes it further from the ensemble mean. It also states the limit of the method: the term $\|PC-X\|^2$, an error in the three cubic constants themselves, remains.

The averages in general fail if $C$ is given on axes not related to the cube axes by a cube rotation; the combination $\bar C_{11}+2\bar C_{12}$, and hence $K$, is the same on all axes. Let the rows of $Q$ be the axes used, in cube coordinates, so that the computed tensor is $C'=Q\cdot C$. (In this section the prime marks the turned axes, not the shear modulus used above.) It must first be turned back:
\begin{equation}
C_{ijkl}=Q_{ai}Q_{bj}Q_{ck}Q_{dl}C'_{abcd}.
\end{equation}
To see the size of the error, turn the axes by $45^\circ$ about axis 3 for a tensor that is already cubic. Inserting the new axes $(1,1,0)/\sqrt2$ and $(-1,1,0)/\sqrt2$ gives
\begin{align}
C'_{11}=C'_{22}&=\tfrac12(C_{11}+C_{12})+C_{44},\nonumber\\
C'_{12}&=\tfrac12(C_{11}+C_{12})-C_{44},\\
C'_{66}&=\tfrac12(C_{11}-C_{12}),\nonumber
\end{align}
while $C'_{33}=C_{11}$, $C'_{13}=C'_{23}=C_{12}$ and $C'_{44}=C'_{55}=C_{44}$. With $H=C_{11}-C_{12}-2C_{44}$, the three averages are wrong by
\begin{equation}
\Delta_{11}=-\frac H3,\qquad \Delta_{12}=\frac H6,\qquad \Delta_{44}=\frac H6 .
\label{wrong}
\end{equation}
They vanish for an elastically isotropic material, $H=0$.

\section{A 32-atom model alloy}

\paragraph{Model.} Sixteen A and sixteen B atoms occupy an fcc box of $2\times2\times2$ cubic cells with $a=7.5$ bohr. The 192 nearest-neighbour bonds are central springs of 0.02 (AA), 0.03 (AB) and 0.06 (BB) hartree/bohr$^2$, all unstretched on the ideal lattice. There is no size misfit and no temperature. Elastic constants below are in $U=10^{-3}$ hartree/bohr$^3$.

The occupation was the best of 20\,000 random trials, judged by the pair correlations of the first four shells. These are $-0.021$, 0, 0 and 0. The fifth shell repeats the first because of the periodicity of the box. The sixth has $-0.75$, and this value is forced. In a box of edge $2a$ the shells 1, 2, 3, 4 and 6 contain only 12, 3, 12, 3 and 1 distinct sites; the eight vectors $(\pm a,\pm a,\pm a)$, for instance, all lead to the same site. With equal numbers of A and B atoms the occupation variables $\pm1$ sum to zero, so the correlations $\Pi_n$ obey $1+12\Pi_1+3\Pi_2+12\Pi_3+3\Pi_4+\Pi_6=0$. With $\Pi_1=-1/48$ and $\Pi_2=\Pi_3=\Pi_4=0$ this gives $\Pi_6=-0.75$. Any cell of this box that is close to random in the first four shells is therefore strongly ordered in the sixth.

\paragraph{Internal relaxation.} For a Voigt strain $\varepsilon$ and atomic displacements $u$, the harmonic energy is $\tfrac12\varepsilon^TA\varepsilon+\varepsilon^TBu+\tfrac12u^THu$, with one atom held fixed to exclude translations. Minimizing over $u$ gives $u=-H^{-1}B^T\varepsilon$, where $H$ here is the matrix of force constants, and for the volume $V=8a^3$
\begin{equation}
C=\frac1V\left(A-BH^{-1}B^T\right).
\end{equation}
Finite differences of the relaxed nonlinear spring energy reproduce all 21 constants to about $2\times10^{-8}$ of the largest one.

Without relaxation, a bond of length $d=a/\sqrt2$ and direction $n$ contributes $k\,d^2n_in_jn_kn_l/V$. For every bond the average of $n_i^4$ over the axes is $\tfrac13(\tfrac14+\tfrac14)=\tfrac16$, and that of $n_i^2n_j^2$ over the axis pairs is $\tfrac13\cdot\tfrac14=\tfrac1{12}$. With mean spring constant $\bar k$,
\begin{equation}
\bar C_{11}=\frac{192\,\bar k\,(a^2/2)}{8a^3}\cdot\frac16=\frac{2\bar k}{a},\qquad \bar C_{12}=\bar C_{44}=\frac{\bar k}{a}.
\end{equation}
The first-shell correlation corresponds to 98 AB bonds and 47 each of AA and BB. Then $\bar k=(47\times0.02+98\times0.03+47\times0.06)/192=0.0349$ hartree/bohr$^2$ and $\bar C_{11}=9.31\,U$, as computed. Relaxation lowers the three constants by 4 to 6 percent and breaks the equality of $\bar C_{12}$ and $\bar C_{44}$.

\paragraph{Projection.} From the relaxed constants,
\begin{align}
\bar C_{11}&=(8.7358+9.0993+8.8380)/3=8.891\,U=261.6\ \mathrm{GPa},\nonumber\\
\bar C_{12}&=(4.4755+4.3482+4.5398)/3=4.455\,U=131.1\ \mathrm{GPa},\\
\bar C_{44}&=(4.5105+4.2531+4.4239)/3=4.396\,U=129.3\ \mathrm{GPa}.\nonumber
\end{align}
Recomputing the stiffness of all 24 rotated occupations and averaging gave the same tensor, a test of the physical reading of (\ref{P}).

The five sums in (\ref{direct}), with their factors, are 0.0703, 0.0381, 0.1373, 0.1445 and $0.0009\,U^2$. They add up to $0.391\,U^2$, so $\|C-PC\|=0.625\,U$, or 2.6 percent of $\|C\|$. About 63 percent of the squared distance is spread among the nine constants that enter the averages; the rest lies in the 12 that are dropped.

Projecting the compliance gives $K=5.928\,U$ instead of $5.933\,U$. For all three moduli the gap is 0.1 percent or less. This is of the same order of magnitude as the square of the relative non-cubic part, $0.026^2\approx0.0007$.

\paragraph{Wrong axes.} Here $H=8.891-4.455-2\times4.396=-4.36\,U$. Equation (\ref{wrong}) predicts $8.89+1.45=10.34\,U$ for the first average in the frame turned by $45^\circ$. The full tensor gives $10.36\,U$, the small difference coming from its non-cubic part. All three constants are wrong by about 17 percent, far more than the 2.6 percent non-cubic part of the cell.

\paragraph{Comparison with random occupations.} The mean over 400 random occupations of the same box is $(8.875,\,4.498,\,4.409)\,U$, with standard errors of at most $0.003\,U$. Its non-cubic part is $0.019\,U$, against a root-mean-square value of $0.640\,U$ for one occupation. Independent sampling would leave about $0.640/\sqrt{400}=0.032\,U$, so the mean is cubic within sampling noise.

The quasirandom cell lies $0.6365\,U$ from the cubic part of this mean before projection and $0.1187\,U$ after it, and $0.6253^2+0.1187^2=0.6365^2$ within rounding, as (\ref{pyth}) requires. The remaining distance comes mostly from $\bar C_{12}$, which is $0.043\,U$ too low and contributes $6\times0.043^2=0.011$ of the $0.014\,U^2$. Averaging over cube rotations cannot remove it. This shortfall belongs to the particular cell: other occupations with comparably small near-shell correlations give $\bar C_{12}$ between about $4.43$ and $4.52\,U$. The reference is itself a mean for this model and this box size; means over random occupations of boxes with 108 to 2048 atoms differ from it by less than $0.005\,U$ in each constant. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
U = 1e-3 hartree/bohr^3
lattice constant a = 7.5 bohr; atoms = 32; bonds = 192
kAA, kAB, kBB = 0.02, 0.03, 0.06 hartree/bohr^2
A atoms at (units a/2):
  011 033 101 121 123 130 132 200 202 211 213 222 231 321 330 332
pair correlations, shells 1-6: -0.0208 0.0000 0.0000 0.0000 -0.0208 -0.7500
constants left by twofold rotations: 9
relaxed stiffness matrix of the cell (U):
   8.7358 4.4755 4.3482 -0.0044 -0.0335 -0.1166
   4.4755 9.0993 4.5398 -0.0371 0.0059 -0.1357
   4.3482 4.5398 8.8380 -0.0214 -0.0331 0.0012
   -0.0044 -0.0371 -0.0214 4.5105 -0.0095 -0.0006
   -0.0335 0.0059 -0.0331 -0.0095 4.2531 0.0041
   -0.1166 -0.1357 0.0012 -0.0006 0.0041 4.4239
max error against nonlinear energy / largest C: 2.1e-08
unrelaxed C11bar C12bar C44bar (U): 9.3056 4.6528 4.6528
projected C11bar C12bar C44bar (U): 8.8910 4.4545 4.3958
projected C11bar C12bar C44bar (GPa): 261.6 131.1 129.3
norm of C (U): 24.2585
norm of non-cubic part (U): 0.6253
non-cubic part / norm of C (percent): 2.58
K Cp C44 from projected stiffness (U): 5.9333 2.2183 4.3958
K Cp C44 from projected compliance (U): 5.9275 2.2168 4.3918
relative gap K Cp C44 (percent): 0.098 0.066 0.091
averages in 45-degree frame, C11 C12 C44 (U): 10.3596 3.7202 3.6615
their error (percent): 16.5 -16.5 -16.7
random occupations sampled: 400
their mean C11 C12 C44 (U): 8.8749 4.4975 4.4094
standard errors (U): 0.0030 0.0019 0.0016
rms non-cubic part, one random cell (U): 0.6399
non-cubic part of the mean tensor (U): 0.0191
distance to random mean, raw cell (U): 0.6365
distance to random mean, projected (U): 0.1187
\end{verbatim}
